# Nakatsuji's theorem: from the two-particle contracted equation to vanishing energy variance

## 1. A state that passes the wrong test

For many electrons in a large basis a low-order reduced density matrix has far fewer elements than the wavefunction (the small examples below are not in that regime), so it is tempting to replace the Schrödinger equation by a condition on averages of a few operators. Without a theorem saying which averages suffice, such a condition can accept a state that is no eigenstate. Here is one.

Take four sites, four electrons and no hopping, with

$$H=U\sum_{i=1}^{4} n_{i\uparrow}n_{i\downarrow}.$$

This $H$ counts doubly occupied sites. Two of its eigenstates are

$$A=\frac{|\uparrow\downarrow\uparrow\downarrow\rangle+|\downarrow\uparrow\downarrow\uparrow\rangle}{\sqrt2},\qquad B=\frac{|2020\rangle+|0202\rangle}{\sqrt2},$$

where 2 marks a doubly occupied site and 0 an empty one. Their energies are $0$ and $2U$. The state $\Psi=(A+B)/\sqrt2$ is not an eigenstate. Its mean energy is $E=U$, and

$$(H-E)\Psi=\frac{U}{\sqrt2}(B-A).$$

Now probe it with one-particle operators, $i$ and $j$ being spin-orbitals:

$$\langle\Psi|a_i^\dagger a_j(H-E)|\Psi\rangle=\frac U2\Big(\langle A|a_i^\dagger a_j|B\rangle-\langle A|a_i^\dagger a_j|A\rangle+\langle B|a_i^\dagger a_j|B\rangle-\langle B|a_i^\dagger a_j|A\rangle\Big).$$

The cross terms vanish, because $a_i^\dagger a_j$ moves at most one electron, whereas each configuration in $A$ differs from each one in $B$ by two electrons. The two configurations inside $A$ differ by four electrons, as do those inside $B$. So $\langle a_i^\dagger a_j\rangle=\tfrac12\delta_{ij}$ in both states, since each spin-orbital is filled in one configuration of the two. The middle terms cancel. The one-particle equation holds for all $i,j$, although the energy variance is $\|(H-E)\Psi\|^2=U^2$.

A two-particle probe sees the difference. Site 1 is doubly occupied only in $|2020\rangle$, which has amplitude $\tfrac12$ in $\Psi$ and $U/2$ in $(H-E)\Psi$. Hence

$$\langle n_{1\uparrow}n_{1\downarrow}(H-E)\rangle=\frac12\cdot\frac U2=\frac U4,$$

and the other three sites give the same value. For $U=4$ the program finds one-particle residuals at rounding level, a largest two-particle residual of $1=U/4$, and a variance of $16=U^2$.

The four residuals also rebuild the variance. Weighted by the coefficients with which these probes enter $H$, they sum to $4\times U\times U/4=U^2$. This works because $H$ is itself a combination of two-particle probes, and the general proof rests on the same fact.

## 2. The general statement

Use a finite basis of orthonormal spin-orbitals and a fixed particle number $N\ge4$. Let

$$H=\sum_{pq}h_{pq}a_p^\dagger a_q+\frac12\sum_{pqrs}v_{pq,rs}\,a_p^\dagger a_q^\dagger a_s a_r,\qquad v_{pq,rs}=\langle pq|rs\rangle,$$

be Hermitian. The state is a density operator $\rho=\sum_n w_n|\Psi_n\rangle\langle\Psi_n|$ with $N$ particles, $w_n>0$, $\sum_n w_n=1$ and normalized $\Psi_n$; a pure state has one term. Averages are $\langle X\rangle=\mathrm{Tr}(X\rho)$. The 4-RDM, without factorials, is

$$D^{(4)}_{ijkl,pqrs}=\langle a_i^\dagger a_j^\dagger a_k^\dagger a_l^\dagger\,a_s a_r a_q a_p\rangle,$$

and $D^{(3)}$, $D^{(2)}$ are defined in the same way, with the annihilators in reverse order. A given $D^{(4)}$ is N-representable if some $\rho$ of the kind just described produces it.

Write $\Gamma_{ij,kl}=a_i^\dagger a_j^\dagger a_l a_k$ and define the residual

$$R_{ij,kl}=\langle\Gamma_{ij,kl}(H-E)\rangle,\qquad E\ \text{real}.$$

The two-particle contracted Schrödinger equation is $R_{ij,kl}=0$ for all $i,j,k,l$. Section 4 shows that $R$ is a function of $D^{(4)}$, $h$, $v$, $N$ and $E$ alone.

**Theorem (Nakatsuji).** For an N-representable $D^{(4)}$, the equation holds if and only if $(H-E)\rho=0$ for every $\rho$ that produces $D^{(4)}$.

For a pure state the conclusion reads $H\Psi=E\Psi$. For a mixture, each $\Psi_n$ is an eigenvector with the same $E$. If that level is nondegenerate, $\rho$ is therefore pure. "Eigenstate" refers to $H$ within the chosen basis, and nothing in the equation prefers the ground state.

## 3. The proof

**$H$ as a combination of probes.** On $N$-particle states the one-body part can be written as a two-body operator. Since $a_r$ leaves $N-1$ particles for the number operator to count,

$$\sum_q a_p^\dagger a_q^\dagger a_q a_r=(N-1)\,a_p^\dagger a_r .$$

Define the reduced Hamiltonian

$$K_{pq,rs}=v_{pq,rs}+\frac{h_{pr}\delta_{qs}+\delta_{pr}h_{qs}}{N-1}.$$

In $\tfrac12\sum K_{pq,rs}\Gamma_{pq,rs}$ the first $h$ term gives $\tfrac12\sum h_{pr}a_p^\dagger a_r$. The second gives the same, because $a_p^\dagger a_q^\dagger a_s a_p=a_q^\dagger a_p^\dagger a_p a_s$ (two exchanges, no net sign). Therefore

$$H=\frac12\sum_{pqrs}K_{pq,rs}\,\Gamma_{pq,rs}.$$

**Eigenstate implies equation.** If $(H-E)\rho=0$, then $R_{ij,kl}=\mathrm{Tr}[\Gamma_{ij,kl}(H-E)\rho]=0$.

**Equation implies eigenstate.** First take the trace of $R$. Since $\sum_{ij}a_i^\dagger a_j^\dagger a_j a_i=N(N-1)$,

$$\sum_{ij}R_{ij,ij}=N(N-1)\big(\langle H\rangle-E\big).$$

If $R=0$, then $E=\langle H\rangle$: the number $E$ is not free. Next contract $R$ with $K$:

$$\frac12\sum_{ijkl}K_{ij,kl}R_{ij,kl}=\langle H(H-E)\rangle=\langle H^2\rangle-E\langle H\rangle .$$

With $E=\langle H\rangle$ the right side is $\langle H^2\rangle-E^2=\langle(H-E)^2\rangle$, the energy variance. The left side is zero, so the variance is zero. Finally, $H-E$ is Hermitian, so

$$0=\langle(H-E)^2\rangle=\sum_n w_n\,\|(H-E)\Psi_n\|^2 .$$

A sum of non-negative terms vanishes only if each term does. With $w_n>0$ this gives $(H-E)\Psi_n=0$ for every $n$, hence $(H-E)\rho=0$. Any $\rho$ belonging to the given $D^{(4)}$ could have been used, so the conclusion holds for all of them. $\blacksquare$

The last step is where N-representability enters: it guarantees weights of one sign. The contraction with $K$ is where the two-particle nature of the probes enters. In Section 1 the one-particle probes could not be combined into $H$, and the variance escaped them. A Hamiltonian with genuine three-body forces would likewise put this proof out of reach of two-particle probes.

## 4. The equation written with density matrices

To express $R$ through RDMs, insert $H=\tfrac12\sum K_{pq,rs}a_p^\dagger a_q^\dagger a_s a_r$ and move $a_l a_k$ to the right of $a_p^\dagger a_q^\dagger$. From $a_k a_p^\dagger=\delta_{kp}-a_p^\dagger a_k$, used twice,

$$a_k a_p^\dagger a_q^\dagger=\delta_{kp}a_q^\dagger-\delta_{kq}a_p^\dagger+a_p^\dagger a_q^\dagger a_k .$$

Apply $a_l$ from the left and treat each term in the same way:

$$\begin{aligned}
a_l a_k a_p^\dagger a_q^\dagger={}&\delta_{kp}\delta_{lq}-\delta_{kq}\delta_{lp}\\
&-\delta_{kp}a_q^\dagger a_l+\delta_{kq}a_p^\dagger a_l+\delta_{lp}a_q^\dagger a_k-\delta_{lq}a_p^\dagger a_k\\
&+a_p^\dagger a_q^\dagger a_l a_k .
\end{aligned}$$

Now multiply by $\tfrac12K_{pq,rs}$ and by $a_s a_r$ on the right, and sum. The terms pair up through $K_{pq,rs}=K_{qp,sr}$ and $a_s a_r=-a_r a_s$.

*No operator left.* The second term is $-\tfrac12K_{lk,rs}a_s a_r=-\tfrac12K_{kl,sr}a_s a_r=+\tfrac12K_{kl,sr}a_r a_s$. After renaming $r\leftrightarrow s$ it equals the first. Together they give $\sum_{rs}K_{kl,rs}a_s a_r$.

*One pair left.* By the same exchange, the two terms with $\delta_{kp}$ and $\delta_{kq}$ are equal and give $-\sum K_{kq,rs}a_q^\dagger a_l a_s a_r$. The two with $\delta_{lp}$ and $\delta_{lq}$ give $+\sum K_{lq,rs}a_q^\dagger a_k a_s a_r$.

*Two pairs left.* This term keeps its factor $\tfrac12$. Moving the pair $a_l a_k$ past the pair $a_s a_r$ costs no sign.

With $a_i^\dagger a_j^\dagger$ in front, and the annihilators read in reverse order as the lower indices,

$$\begin{aligned}
R_{ij,kl}={}&\sum_{rs}K_{kl,rs}D^{(2)}_{ij,rs}+\sum_{qrs}\Big(K_{lq,rs}D^{(3)}_{ijq,rsk}-K_{kq,rs}D^{(3)}_{ijq,rsl}\Big)\\
&+\frac12\sum_{pqrs}K_{pq,rs}D^{(4)}_{ijpq,klrs}-E\,D^{(2)}_{ij,kl}.
\end{aligned}$$

The first term is the reduced Hamiltonian $K$ (interaction plus a share of the one-body energy) acting within the probed pair, the second couples one member of the pair to a third electron, and the third is the energy of two other electrons in the presence of the pair.

The lower RDMs follow from $D^{(4)}$ by counting particles as before:

$$\sum_q D^{(4)}_{ijkq,lmnq}=(N-3)D^{(3)}_{ijk,lmn},\qquad \sum_q D^{(3)}_{ijq,klq}=(N-2)D^{(2)}_{ij,kl}.$$

This is why $N\ge4$ was assumed. For two or three particles $D^{(4)}$ is zero and carries no information about $D^{(2)}$.

**A limit that checks signs and factors.** Choose $K_{pq,rs}=c\,\delta_{pr}\delta_{qs}$, for which $H=cN(N-1)/2$ is a constant. The formula must then return this constant times $D^{(2)}$, minus $E\,D^{(2)}$. Its terms are:

- the pair term, $c\,D^{(2)}_{ij,kl}$;
- $c\sum_q D^{(3)}_{ijq,lqk}=c(N-2)D^{(2)}_{ij,kl}$, since $(l,q,k)\to(k,l,q)$ is an even permutation;
- $-c\sum_q D^{(3)}_{ijq,kql}=+c(N-2)D^{(2)}_{ij,kl}$, since one exchange restores the order;
- $\tfrac c2\sum_{pq}D^{(4)}_{ijpq,klpq}=\tfrac c2(N-3)(N-2)D^{(2)}_{ij,kl}$.

The sum of the coefficients is

$$c\,\frac{2+4(N-2)+(N-2)(N-3)}{2}=c\,\frac{N^2-N}{2},$$

as required. A harder test uses a random dense $H$, a random five-electron state and an $E$ that is not the mean energy. There the formula agrees with direct operator matrices to $7\times10^{-15}$, while the largest residual is 8.9.

## 5. Five electrons on a Hubbard chain

Now restore the hopping: an open four-site chain with $t=1$, $U=4$ and five electrons. All energies are in units of $t$. There are 56 states. The ground level is $1.3769$ and the first excited level $2.0021$, both doubly degenerate. An equal mixture within either level gives $\max|R|$ of order $10^{-15}$. The equation thus accepts an excited level as readily as the ground level, and accepts mixtures inside a level.

**Approximate solutions.** In practice $R$ is small rather than zero. For a normalized pure state with $E=\langle H\rangle$, let $\sigma=\|(H-E)\Psi\|$. Three bounds connect $R$, $\sigma$ and the spectrum.

First, $R_{ij,kl}$ is the overlap of $\Gamma_{ij,kl}^\dagger\Psi$ with $(H-E)\Psi$. From $a_p^\dagger a_p+a_p a_p^\dagger=1$ it follows that $\|a_p\Phi\|^2+\|a_p^\dagger\Phi\|^2=\|\Phi\|^2$, so no creation or annihilation operator lengthens a vector. Hence $\|\Gamma_{ij,kl}^\dagger\Psi\|\le1$ and

$$\max|R_{ij,kl}|\le\sigma .$$

Second, the Cauchy–Schwarz inequality applied to the contraction of Section 3 gives

$$\sigma^2=\frac12\sum_{ijkl} K_{ij,kl}R_{ij,kl}\le\frac12\|K\|\,\|R\|,$$

with $\|X\|^2=\sum|X_{ij,kl}|^2$. Third, expand $\Psi=\sum_m c_m\Phi_m$ in eigenstates of $H$ with energies $E_m$. Then $\sigma^2=\sum_m|c_m|^2(E_m-E)^2\ge\min_m(E_m-E)^2$, so some eigenvalue lies within $\sigma$ of $E$.

As trial states take the spin-up ground states of the same chain at another interaction $U'$, and evaluate them with the $U=4$ Hamiltonian. At $U'=0$ the trial state is a single determinant. The last column is the distance from $E$ to the nearest eigenvalue.

| $U'$ | $E$ | $\sigma^2$ | $\max\lvert R\rvert$ | distance |
|---|---|---|---|---|
| 0 | 2.146 | 4.00 | 0.362 | 0.144 |
| 2 | 1.519 | 0.831 | 0.208 | 0.142 |
| 3 | 1.406 | 0.172 | 0.104 | 0.029 |
| 4 | 1.377 | 0 | 0 | 0 |

The zeros stand for numbers of order $10^{-15}$; the computed variance there is slightly negative, which is rounding. For $U'=3$, $\|R\|=1.075$ and $\|K\|=11.83$, so the second bound reads $0.172\le\tfrac12\times11.83\times1.075=6.36$. It holds but is loose. One reason is general: if $\Psi$ deviates from an eigenstate by a small amount $\varepsilon$, then $\sigma$ is at most of order $\varepsilon$. The variance is then at most of order $\varepsilon^2$, whereas $R$ may be of order $\varepsilon$.

The first row carries a warning. The determinant lies $2.146-1.377=0.769$ above the ground level, yet only $0.144$ from an eigenvalue, because $2.146-2.002=0.144$ is its distance to the first excited level. Closeness to some eigenvalue does not say which one.

## 6. Dropping half of the equation

A weaker condition uses the commutator, $\langle[\Gamma_{ij,kl},H]\rangle=0$. Since $\Gamma_{ij,kl}^\dagger=\Gamma_{kl,ij}$ and $H-E$ is Hermitian, $\langle(H-E)\Gamma_{ij,kl}\rangle=R_{kl,ij}^{*}$, so $\langle[\Gamma_{ij,kl},H]\rangle=R_{ij,kl}-R_{kl,ij}^{*}$: the condition keeps only the anti-Hermitian part of $R$ and follows from $R=0$. Because $i\,\partial_t\langle\Gamma_{ij,kl}\rangle=\langle[\Gamma_{ij,kl},H]\rangle$ (with $\hbar=1$), it says that the time derivative of the 2-RDM vanishes at the instant considered, not that the 2-RDM stays constant at later times. It does not guarantee an eigenstate, as mixtures show most simply. By cyclicity of the trace,

$$\langle[\Gamma_{ij,kl},H]\rangle=\mathrm{Tr}\big(\Gamma_{ij,kl}[H,\rho]\big),$$

which vanishes whenever $\rho$ commutes with $H$. Any mixture of eigenstates qualifies, whatever their energies.

Give the ground level weight $w$ and the first excited level weight $1-w$, with spacing $\Delta$. The mean energy lies $(1-w)\Delta$ above the lower level and $w\Delta$ below the upper one, so

$$\sigma^2=w(1-w)^2\Delta^2+(1-w)w^2\Delta^2=w(1-w)\Delta^2 .$$

For $w=\tfrac12$ and $\Delta=2.0021-1.3769=0.6252$ this is $0.25\times0.3909=0.0977$, the value the program obtains from $D^{(4)}$. The commutator average is zero to rounding, while the full equation has $\max|R|=0.059$ and rejects the mixture. Stationarity in time and a sharp energy are different properties, and the full equation demands the second.

## 7. Dropping N-representability

For a fixed $E$ the equation is linear in $D^{(4)}$, and positivity has to be imposed separately. Suppose $\rho$ is replaced by a real symmetric matrix of unit trace whose eigenvalues may have either sign. For five electrons in eight spin-orbitals it has $56\times57/2=1596$ free elements. The equation supplies $28^2=784$ conditions, one for each choice of $i<j$ and $k<l$, not all of them independent (781 are, for this $H$), and the trace supplies one more. This count leaves room for false solutions without proving that they exist, so the program looks for one at an energy one unit below the ground level.

It finds one. The resulting $D^{(4)}$ satisfies the equation to $4\times10^{-15}$ and yields $E=0.377$, although the lowest eigenvalue of $H$ is $1.377$. If this $D^{(4)}$ were N-representable, the theorem would make $0.377$ an eigenvalue, which it is not. So no admissible state produces it.

The failure can be located in the proof. The algebra up to $\mathrm{Tr}[(H-E)^2\rho]=0$ uses no positivity and still holds. But the weights now have both signs, and positive and negative contributions cancel. The lowest eigenvalue of the matrix standing in for $\rho$ is $-0.121$. In this case the defect is visible in $D^{(4)}$ itself: as a matrix between distinct index quadruples, it has a lowest eigenvalue of $-0.234$, while that of a true state has none below zero, being a matrix of overlaps of the vectors $a_s a_r a_q a_p\Psi_n$.

This bears on any scheme that closes the equation by approximating $D^{(3)}$ and $D^{(4)}$ through $D^{(2)}$. The approximate $D^{(4)}$ need not be N-representable, and then the theorem no longer applies: a vanishing residual by itself certifies neither an eigenstate nor an energy above the true ground level. The false solution above was not produced by such a closure; it shows what the loss of N-representability permits, not how large the error of a particular reconstruction is. The numerical check accompanying this text covers the RDM formula for $R$, its trace and its contraction with $K$, the three bounds and the counterexamples used here.

## Values computed for the example and the checks

```
random H: largest |R|                  8.8565
random H: largest error of R formula   7.1e-15
Hubbard chain: t = 1.0, U = 4.0 t, sites = 4, N = 5
number of N-electron states            56
ground energy / t                      1.376865
ground degeneracy                      2
first excited energy / t               2.002084
first excited degeneracy               2
Frobenius norm of K / t                11.8322
ground level: E/t 1.376865, max|R|/t 1.8e-15
excited level: E/t 2.002084, max|R|/t 1.1e-15
trial U'/t | E/t | variance/t^2 | norm R/t | max|R|/t
   then: sigma/t | bound on variance/t^2 | nearest level distance/t
0.0 | 2.145898 | 4.000e+00 | 4.454e+00 | 3.618e-01
   2.000e+00 | 2.635e+01 | 1.438e-01
2.0 | 1.518933 | 8.306e-01 | 2.217e+00 | 2.081e-01
   9.114e-01 | 1.311e+01 | 1.421e-01
3.0 | 1.405582 | 1.715e-01 | 1.075e+00 | 1.044e-01
   4.142e-01 | 6.357e+00 | 2.872e-02
4.0 | 1.376865 | -2.756e-15 | 1.376e-14 | 1.443e-15
   4.006e-15 | 8.141e-14 | 1.554e-15
two-level mixture: weight of ground    0.5
two-level mixture: E/t                 1.689474
two-level mixture: max|commutator|/t   5.1e-16
two-level mixture: max|R|/t            5.8630e-02
two-level mixture: variance/t^2        0.097724
spurious solution: E/t                 0.376865
spurious solution: max|R|/t            4.0e-15
spurious solution: trace of rho        1.000000
spurious solution: lowest eig of rho   -0.121351
spurious solution: lowest eig of D4    -0.233701
hopping-free state, N = 4: E/t         4.000000
one-particle equation: max residual/t  8.9e-16
two-particle equation: max residual/t  1.000000
hopping-free state: variance/t^2       16.000000
```
